# Is the average t-matrix approximation nearly the CPA?: a numerical check

```python
"""
Average t-matrix approximation (ATA) against CPA for a binary alloy.
Result under test: with a real reference level s, ATA depends on s, fills the
whole reference band (s-W, s+W), and can open gaps where the alloy has states.
CPA is the fixed point of repeated ATA and is exact for random-matrix hopping.
Symbols: W half-width of the semicircular band (unit of energy);
levels +delta/2 (A, concentration c) and -delta/2 (B, concentration 1-c);
m mean level; swapped = c*e_B+(1-c)*e_A; v = c(1-c)delta^2 level variance;
F band Green function; sigma self-energy; X energy minus hopping self-energy.
"""
import numpy as np

W = 1.0
ETA = 1e-13
STEP = 2e-4
GRID = np.arange(-20000, 20001) * STEP + 3.1e-5


def band_F(z):
    z = np.asarray(z, dtype=complex)
    return 2 / (z + np.sqrt(z - W) * np.sqrt(z + W))


def alloy(c, delta):
    a, b = delta / 2, -delta / 2
    return a, b, c*a + (1-c)*b, c*b + (1-c)*a, c*(1-c)*delta**2


def average_t(z, ref, c, delta):
    a, b = delta / 2, -delta / 2
    F0 = band_F(z - ref)
    ta = (a - ref) / (1 - (a - ref) * F0)
    tb = (b - ref) / (1 - (b - ref) * F0)
    return c * ta + (1 - c) * tb, F0


def ata_sigma(z, ref, c, delta):
    t, F0 = average_t(z, ref, c, delta)
    return ref + t / (1 + t * F0)


def ata_G(z, ref, c, delta):
    return band_F(z - ata_sigma(z, ref, c, delta))


def ata_sigma_closed(z, ref, c, delta):
    _, _, m, swapped, v = alloy(c, delta)
    return m + v / (z - W**2 * band_F(z - ref) / 4 - swapped)


def cpa_G(z, c, delta):
    """Solve the cubic CPA equation; the physical root has largest Im X."""
    a, b, _, swapped, _ = alloy(c, delta)
    z = np.atleast_1d(np.asarray(z, dtype=complex))
    mat = np.zeros((z.size, 3, 3), dtype=complex)
    mat[:, 0, 0] = a + b + z
    mat[:, 0, 1] = -(a*b + z*(a + b) + W**2/4)
    mat[:, 0, 2] = z*a*b + W**2 * swapped/4
    mat[:, 1, 0] = 1
    mat[:, 2, 1] = 1
    roots = np.linalg.eigvals(mat)
    X = roots[np.arange(z.size), np.argmax(roots.imag, axis=1)]
    return c/(X - a) + (1 - c)/(X - b)


def dos_ata(ref, c, delta):
    return -ata_G(GRID + 1j*ETA, ref, c, delta).imag / np.pi


def dos_cpa(c, delta, energies=GRID):
    return -cpa_G(energies + 1e-12j, c, delta).imag / np.pi


def scanned_bands(energies, dos, floor):
    k = np.flatnonzero(np.diff((dos > floor).astype(int)))
    return ((energies[k] + energies[k+1]) / 2).reshape(-1, 2)


def ata_bands(ref, c, delta):
    """Band intervals from the derived edge equation."""
    _, _, m, swapped, v = alloy(c, delta)
    points = [ref - W, ref + W]
    ps, pw = np.poly1d([1, -ref]), np.poly1d([1, -swapped])
    for sign in (-1, 1):
        poly = W**2/4*pw + np.poly1d([1, -m - sign*W])*ps*pw - v*ps
        for x in poly.roots:
            if abs(x.imag) < 1e-9 and abs(x.real - ref) > W/2:
                points.append(x.real + W**2/(4*(x.real - ref)))
    points = sorted(points)
    bands = []
    for lo, hi in zip(points[:-1], points[1:]):
        mid = (lo + hi) / 2
        sig = ata_sigma_closed(mid, ref, c, delta).real
        if abs(mid - ref) < W or abs(mid - sig) < W:
            if bands and abs(bands[-1][1] - lo) < 1e-10:
                bands[-1][1] = hi
            else:
                bands.append([lo, hi])
    return np.array(bands)


def cpa_bands(c, delta):
    """Edges are the stationary points of E(X) on the real X axis."""
    a, b, _, _, _ = alloy(c, delta)
    pa, pb = np.poly1d([1, -a]), np.poly1d([1, -b])
    poly = pa*pa*pb*pb - W**2/4*(c*pb*pb + (1-c)*pa*pa)
    x = np.sort([r.real for r in poly.roots if abs(r.imag) < 1e-9])
    return (x + W**2/4*(c/(x-a) + (1-c)/(x-b))).reshape(-1, 2)


def weight(dos, lo, hi):
    cdf = (np.cumsum(dos) - dos/2) * STEP
    return np.interp(hi, GRID, cdf) - np.interp(lo, GRID, cdf)


def matrix_levels(size, c, delta, rng):
    A = rng.normal(size=(size, size))
    H = (A + A.T) * W / (2*np.sqrt(2*size))
    number_A = int(round(c*size))
    levels = np.full(size, -delta/2)
    levels[:number_A] = delta/2
    H[np.diag_indices(size)] += levels
    return np.linalg.eigvalsh(H)


rng = np.random.default_rng(2718)

# Band Green function against direct quadrature of the semicircle.
theta = (np.arange(4000) + 0.5) * np.pi / 4000
for z in (0.3 + 0.2j, -1.4 + 0.1j):
    direct = np.mean(2*np.sin(theta)**2 / (z - W*np.cos(theta)))
    assert abs(direct - band_F(z)) < 1e-10

# Closed self-energy against the scattering definition.
for _ in range(50):
    c, delta, ref = rng.uniform([.05, .2, -1], [.95, 2, 1])
    z = rng.uniform(-2, 2) + 1j*rng.uniform(.05, 1)
    assert abs(ata_sigma(z, ref, c, delta)
               - ata_sigma_closed(z, ref, c, delta)) < 1e-9

# Gap criterion against scanned densities for many alloys and references.
gap_counts = []
while len(gap_counts) < 60:
    c, delta = rng.uniform([.1, .6], [.9, 1.5])
    ref = rng.uniform(-delta/2, delta/2)
    _, _, m, swapped, v = alloy(c, delta)
    above = v/(2*W + ref - m) - (ref + W/2 - swapped)
    below = v/(2*W - ref + m) - (swapped - ref + W/2)
    if min(abs(above), abs(below)) < 0.06:
        continue  # a gap this close to threshold is below grid resolution
    dos = dos_ata(ref, c, delta)
    found = len(scanned_bands(GRID, dos, 1e-5)) - 1
    assert found == int(above > 0) + int(below > 0)
    assert np.all(dos[np.abs(GRID - ref) < W - 1e-3] > 1e-5)
    gap_counts.append(found)
assert min(gap_counts) == 0 and max(gap_counts) > 0


def cpa_threshold(c):
    return W/2 * (c**(1/3) + (1-c)**(1/3))**1.5


# CPA gap threshold against scans on both sides of it.
coarse = np.arange(-4000, 4001) * 5e-4 + 3.1e-5
for c in (0.1, 0.3, 0.5):
    for factor, expected in ((0.95, 1), (1.05, 2)):
        d = dos_cpa(c, factor*cpa_threshold(c), coarse)
        assert len(scanned_bands(coarse, d, 1e-4)) == expected

# First alloy: no true gap.
c, delta = 0.1, 0.8
a, b, m, swapped, v = alloy(c, delta)
refs = {"B": b, "mean": m, "A": a}
cpa1 = dos_cpa(c, delta)
edges1 = cpa_bands(c, delta)
scan = scanned_bands(GRID, cpa1, 1e-4)
assert edges1.shape == scan.shape == (1, 2)
assert np.max(np.abs(edges1 - scan)) < 2*STEP
print("All energies in units of W; densities of states in 1/W")
print(f"Alloy 1: c = {c}, delta = {delta} W, e_A = {a} W, e_B = {b} W")
print(f"mean level {m:.4f} W, swapped mean {swapped:.4f} W, v {v:.4f} W^2")
print(f"CPA gap threshold delta = {cpa_threshold(c):.4f} W")
print(f"CPA band: {edges1[0,0]:.4f} to {edges1[0,1]:.4f} W")

samples = [matrix_levels(2000, c, delta, rng) for _ in range(3)]
allev = np.sort(np.concatenate(samples))
cdf = (np.cumsum(cpa1) - cpa1/2) * STEP
empirical = np.searchsorted(allev, GRID) / allev.size
cdf_error = np.max(np.abs(empirical - cdf))
assert cdf_error < 0.003
lowest = np.mean([s[0] for s in samples])
highest = np.mean([s[-1] for s in samples])
assert abs(lowest - edges1[0, 0]) < 0.04
assert abs(highest - edges1[0, 1]) < 0.04
print("Benchmark: 3 random matrices of size 2000")
print(f"mean extreme eigenvalues: {lowest:.4f} and {highest:.4f} W")
print(f"largest CPA error in integrated DOS: {cdf_error:.5f} (fraction)")

for name, ref in refs.items():
    dos = dos_ata(ref, c, delta)
    bands = ata_bands(ref, c, delta)
    scan = scanned_bands(GRID, dos, 1e-5)
    assert bands.shape == scan.shape
    assert np.max(np.abs(bands - scan)) < 2*STEP
    assert abs(np.sum(dos)*STEP - 1) < 1e-4
    text = ", ".join(f"{lo:.4f} to {hi:.4f}" for lo, hi in bands)
    print(f"ATA ref {name} (s = {ref:.2f} W), bands: {text} W")
    criterion = v/(2*W + ref - m) - (ref + W/2 - swapped)
    print(f"  upper-gap criterion (gap if positive): {criterion:.4f} W")
    if name == "A":
        assert len(bands) == 1
        excess = weight(dos, edges1[0, 1], 4)
        assert excess > 1e-3
        print(f"  ATA weight above CPA top: {excess:.4f} of all states")
    else:
        assert len(bands) == 2
        lo, hi = bands[0, 1], bands[1, 0]
        pole = swapped + W**2/(4*(swapped - ref))
        t, F0 = average_t(pole + 1e-13j, ref, c, delta)
        assert lo < pole < hi and abs(1 + t*F0) < 1e-9
        share = weight(cpa1, lo, hi)
        actual = np.mean((allev > lo) & (allev < hi))
        assert share > 0.003 and abs(share - actual) < 0.0015
        mid = (lo + hi)/2
        dm = -cpa_G(mid + 1e-12j, c, delta)[0].imag/np.pi
        print(f"  false gap width {hi-lo:.4f} W, pole at {pole:.4f} W")
        print(f"  CPA DOS at gap centre {mid:.4f} W: {dm:.4f} 1/W")
        print(f"  states in false gap: CPA {share:.5f}, matrix {actual:.5f}")

# One complex energy: ATA is the first step of an iteration ending at CPA.
z = 0.64 + 0.05j
G = cpa_G(z, c, delta)[0]
sigma_cpa = z - W**2*G/4 - 1/G
assert abs(average_t(z, sigma_cpa, c, delta)[0]) < 1e-10
print(f"Self-energies at z = {z.real} + {z.imag}i W:")
for name, ref in refs.items():
    first = ata_sigma(z, ref, c, delta)
    sigma, count = first, 1
    while abs(sigma - sigma_cpa) > 1e-9 and count < 20000:
        sigma = ata_sigma(z, sigma, c, delta)
        count += 1
    assert abs(sigma - sigma_cpa) < 1e-9
    print(f"  ATA {name}: {first.real:.4f} {first.imag:+.4f}i W;"
          f" steps to CPA within 1e-9 W: {count}")
print(f"  CPA: {sigma_cpa.real:.4f} {sigma_cpa.imag:+.4f}i W")

# Moments from a contour enclosing every band.
angle = (np.arange(500) + 0.5)*np.pi/500
contour = 3*np.exp(1j*angle)
Gc = cpa_G(contour, c, delta)
for name, ref in refs.items():
    difference = ata_G(contour, ref, c, delta) - Gc
    mom = [np.mean((contour**(n+1)*difference).real) for n in range(7)]
    assert max(abs(x) for x in mom[:5]) < 1e-9
    assert abs(mom[5] - v*W**2*(ref-m)/4) < 1e-9
    if name == "mean":
        assert abs(mom[6] + v**2*W**2/4) < 1e-9
        print(f"ATA mean minus CPA, moment 6: {mom[6]:.6f} W^6")
    else:
        print(f"ATA {name} minus CPA, moment 5: {mom[5]:.6f} W^5")

# Dilute limit: halving c divides an O(c^2) error by four, O(c) by two.
zd = 0.2 + 0.3j
for name, order in (("B", 2), ("mean", 2), ("A", 1)):
    errors = []
    for cd in (0.002, 0.001):
        ad, bd, md, _, _ = alloy(cd, delta)
        ref = {"B": bd, "mean": md, "A": ad}[name]
        Gd = cpa_G(zd, cd, delta)[0]
        exact = zd - W**2*Gd/4 - 1/Gd
        errors.append(abs(ata_sigma(zd, ref, cd, delta) - exact))
    ratio = errors[0]/errors[1]
    assert abs(ratio - 2**order) < 0.1
    print(f"Dilute error ratio, c = 0.002 to 0.001, ref {name}: {ratio:.3f}")

# Second alloy: a true gap filled by ATA.
c, delta = 0.5, 1.5
cpa2 = dos_cpa(c, delta)
edges2 = cpa_bands(c, delta)
scan = scanned_bands(GRID, cpa2, 1e-4)
assert edges2.shape == scan.shape == (2, 2)
assert np.max(np.abs(edges2 - scan)) < 2*STEP
lo, hi = edges2[0, 1], edges2[1, 0]
levels = matrix_levels(2000, c, delta, rng)
inside = np.sum((levels > lo + 0.03) & (levels < hi - 0.03))
assert inside == 0
ata2 = dos_ata(0.0, c, delta)
bands2 = ata_bands(0.0, c, delta)
scan = scanned_bands(GRID, ata2, 1e-5)
assert bands2.shape == scan.shape == (1, 2)
assert np.max(np.abs(bands2 - scan)) < 2*STEP
filled = weight(ata2, lo, hi)
y = delta**2/(2*W)
centre_formula = 2*(np.sqrt(W**2 + y**2) - y)/(np.pi*W**2)
centre = -ata_G(1e-12j, 0.0, c, delta).imag/np.pi
assert filled > 0.01 and abs(centre - centre_formula) < 1e-8
print(f"Alloy 2: c = {c}, delta = {delta} W, mean reference s = 0 W")
print(f"CPA gap threshold delta = {cpa_threshold(c):.4f} W")
print(f"CPA bands: {edges2[0,0]:.4f} to {lo:.4f},"
      f" {hi:.4f} to {edges2[1,1]:.4f} W")
print(f"ATA band: {bands2[0,0]:.4f} to {bands2[0,1]:.4f} W")
print(f"true gap width {hi-lo:.4f} W; ATA DOS at centre {centre:.4f} 1/W")
print(f"ATA weight in true gap: {filled:.4f} of all states")
print(f"matrix levels in gap, 0.03 W inside each edge: {inside} of 2000")
print(f"Gap criterion checked on {len(gap_counts)} random cases,"
      f" {sum(g > 0 for g in gap_counts)} with gaps")
print("PASS")
```

Output:

```
All energies in units of W; densities of states in 1/W
Alloy 1: c = 0.1, delta = 0.8 W, e_A = 0.4 W, e_B = -0.4 W
mean level -0.3200 W, swapped mean 0.3200 W, v 0.0576 W^2
CPA gap threshold delta = 0.8547 W
CPA band: -1.3683 to 0.9485 W
Benchmark: 3 random matrices of size 2000
mean extreme eigenvalues: -1.3659 and 0.9441 W
largest CPA error in integrated DOS: 0.00090 (fraction)
ATA ref B (s = -0.40 W), bands: -1.4000 to 0.6000, 0.6826 to 0.8689 W
  upper-gap criterion (gap if positive): 0.2500 W
  false gap width 0.0826 W, pole at 0.6672 W
  CPA DOS at gap centre 0.6413 W: 0.2480 1/W
  states in false gap: CPA 0.02042, matrix 0.02083
ATA ref mean (s = -0.32 W), bands: -1.3639 to 0.6800, 0.7223 to 0.8787 W
  upper-gap criterion (gap if positive): 0.1688 W
  false gap width 0.0423 W, pole at 0.7106 W
  CPA DOS at gap centre 0.7012 W: 0.2410 1/W
  states in false gap: CPA 0.01020, matrix 0.01000
ATA ref A (s = 0.40 W), bands: -1.3579 to 1.4000 W
  upper-gap criterion (gap if positive): -0.5588 W
  ATA weight above CPA top: 0.0077 of all states
Self-energies at z = 0.64 + 0.05i W:
  ATA B: -0.4950 -0.4838i W; steps to CPA within 1e-9 W: 23
  ATA mean: -0.4377 -0.2562i W; steps to CPA within 1e-9 W: 23
  ATA A: -0.2809 -0.0969i W; steps to CPA within 1e-9 W: 23
  CPA: -0.2579 -0.2284i W
ATA B minus CPA, moment 5: -0.001152 W^5
ATA mean minus CPA, moment 6: -0.000829 W^6
ATA A minus CPA, moment 5: 0.010368 W^5
Dilute error ratio, c = 0.002 to 0.001, ref B: 4.004
Dilute error ratio, c = 0.002 to 0.001, ref mean: 3.999
Dilute error ratio, c = 0.002 to 0.001, ref A: 1.999
Alloy 2: c = 0.5, delta = 1.5 W, mean reference s = 0 W
CPA gap threshold delta = 1.0000 W
CPA bands: -1.5244 to -0.1528, 0.1528 to 1.5244 W
ATA band: -1.4500 to 1.4500 W
true gap width 0.3056 W; ATA DOS at centre 0.2420 1/W
ATA weight in true gap: 0.0742 of all states
matrix levels in gap, 0.03 W inside each edge: 0 of 2000
Gap criterion checked on 60 random cases, 22 with gaps
PASS
```
